# How Rydberg lifetimes and thermal loss rates scale with n

**Question.** An electron has been excited to the level $n=30$ of an atom. How long does it stay in its state, how does that time grow with $n$ when the orbital quantum number $l$ is small and when it has its largest value $l=n-1$, and how much does the thermal radiation of a room at 300 K shorten it?

**Answer.** Take one electron in the pure Coulomb field of a unit charge, with energy $-1/(2n^2)$. Unless a core is mentioned, every number below is for hydrogen; the low-$l$ values do not carry over to atoms with a core. Spin and recoil are neglected, and the wavelength is taken to be much larger than the region in which the initial and final wave functions overlap (for decay to a deep level this region is the small final orbit, not the whole Rydberg atom). Atomic units are used ($\hbar=m=e=4\pi\varepsilon_0=1$), so the speed of light is $1/\alpha$. Temperature enters through $kT$ in hartree.

### The rate of one transition

A field mode of frequency $\omega$ in a volume $V$ couples to the electron through $\mathbf r\cdot\mathbf E$, with squared amplitude $2\pi\omega/V$ for one photon. Each polarization has $V\omega^2\alpha^3/(2\pi^2)$ modes per unit energy. Averaging over directions gives $|\mathbf r_{fi}|^2/3$ per polarization, and there are two polarizations. The golden rule then gives the spontaneous rate

$$A_{if}=2\pi\,\frac{2\pi\omega}{V}\,\frac{2|\mathbf r_{fi}|^2}{3}\,\frac{V\omega^2\alpha^3}{2\pi^2}=\frac43\alpha^3\omega^3|\mathbf r_{fi}|^2 .$$

If the modes hold $N$ photons on average, emission is multiplied by $N+1$, and absorption has the same expression multiplied by $N$.

Let $R=\int u_f\,r\,u_i\,dr$ be the radial integral. Summing the angular part over initial and final $m$ with the addition theorem gives, for $l'=l+1$,

$$\frac{(2l+1)(2l'+1)}{2}\int_{-1}^{1}xP_lP_{l'}\,dx=l+1 .$$

For $l'=l-1$ the same integral gives $l$. Dividing by the $2l+1$ initial states,

$$|\mathbf r_{fi}|^2=\frac{\max(l,l')}{2l+1}R^2 .$$

### Low l: the electron is rarely near the core

The factor $\omega^3$ favours decay to deep levels, for which $\omega$ tends to a constant as $n$ grows. The remaining dependence on $n$ sits in $R$, which needs $u_{nl}$ only at small $r$. There the term $1/n^2$ in the radial equation can be dropped:

$$u''=\left[\frac{l(l+1)}{r^2}-\frac2r\right]u .$$

Put $z=\sqrt{8r}$ and $u=zf(z)$. Since $d/dr=(4/z)\,d/dz$, this becomes

$$f''+\frac{f'}{z}+\left[1-\frac{(2l+1)^2}{z^2}\right]f=0 ,$$

which is Bessel's equation. The regular solution is $u=C\sqrt{2r}\,J_{2l+1}(\sqrt{8r})$, whose shape does not depend on $n$.

The constant $C$ follows from the classical orbit. Far out on the Bessel scale, but still at $r\ll n^2$, the average of $u^2$ over an oscillation is $C^2\sqrt{2r}/(2\pi)$. Classically the electron passes each radius twice per period $T_{\rm orb}$, so the density is $2/(T_{\rm orb}v)$ with $v=\sqrt{2/r}$. The orbital frequency is $dE/dn=n^{-3}$, hence $T_{\rm orb}=2\pi n^3$ and the density is $\sqrt{2r}/(2\pi n^3)$. Comparison gives $C=n^{-3/2}$, so

$$R^2\propto n^{-3},\qquad A\propto n^{-3},\qquad \tau\propto n^3 .$$

The electron returns to the core once per period, and the period grows as $n^3$. Decays to nearby levels do not spoil the law: the cusp result derived below gives them a total proportional to $n^{-3}\int\omega^{-1/3}d\omega$, which converges at small $\omega$.

The decay $np\to1s$ shows the size. The Bessel form gives $n^3R^2=4.689$. With $\omega\to1/2$, the angular factor $1/3$ and $\alpha^3=3.886\times10^{-7}$,

$$A_{np\to1s}\approx\frac43(3.886\times10^{-7})\,\frac18\,\frac{4.689}{3}\,n^{-3}=1.012\times10^{-7}\,n^{-3}.$$

Division by the atomic unit of time, $2.419\times10^{-17}$ s, gives $4.18\times10^9\,n^{-3}\ \mathrm{s^{-1}}$. At $n=30$ this channel carries 77 % of the decay, so the total is about $5.4\times10^9\,n^{-3}\ \mathrm{s^{-1}}$ and $\tau\approx0.184\,n^3$ ns. The full sums over final levels give lifetime exponents between $n=30$ and 60 of 2.973, 2.998 and 2.994 for $l=0,1,2$.

A short-range core adds a quantum defect $\delta$. The energy becomes $-1/(2n^{*2})$ with $n^*=n-\delta$, the period becomes $2\pi n^{*3}$, and the same argument gives $\tau\propto n^{*3}$. As a solvable test, an added $1/r^2$ term (not itself short-range) makes the angular momentum non-integer and gives a defect independent of $n$. Its coefficient is chosen separately for each $l$, since a single coefficient could not give both defects used here. In this model, with $\delta=0.4$ for the upper series and $0.3$ for the lower level, the product $n^{*3}A$ for one decay channel changes by 0.2 % between $n=15$ and 60, while $n^3A$ changes by 6.5 %. The argument fixes the power at large $n$, not the prefactor, which depends on the core. In a one-electron model potential for sodium, $\tau/n^{*3}$ is 1.36 ns for $s$ states, while for $p$ states it rises from about 11.3 to 12.2 ns between $n=15$ and 40.

### Circular states: small photons, large dipole

For $l=n-1$ the dipole rule leaves one lower level, $n-1$ with $l'=n-2$. Both radial functions are nodeless:

$$u_n=\sqrt{\frac{(2/n)^{2n+1}}{(2n)!}}\;r^n e^{-r/n},$$

and the same with $n\to n-1$. The integral is

$$\int_0^\infty r^{2n}e^{-br}dr=\frac{(2n)!}{b^{2n+1}},\qquad b=\frac{2n-1}{n(n-1)} .$$

Squaring it and including both norms,

$$R^2=2n(2n-1)\,2^{4n}\,\frac{n^{2n+1}(n-1)^{2n+3}}{(2n-1)^{4n+2}} .$$

With $m=n-\tfrac12$, so that $2n-1=2m$, this is

$$R^2=m^4\left(1+\frac1{2m}\right)^{2m+3}\left(1-\frac1{2m}\right)^{2m+4}.$$

Pairing the factors gives $(1-1/4m^2)^{2m+3}(1-1/2m)\approx1-1/m$. The other two ingredients are

$$\omega=\frac{m}{(m^2-\frac14)^2}\approx m^{-3},\qquad \frac{n-1}{2n-1}=\frac12\left(1-\frac1{2m}\right).$$

Therefore

$$A\approx\frac23\alpha^3m^{-5}\left(1-\frac3{2m}\right).$$

Since $m^{-5}\approx n^{-5}(1+5/2n)$,

$$A\approx\frac23\alpha^3n^{-5}\left(1+\frac1n\right),\qquad \tau\approx\frac{3n^5}{2\alpha^3}.$$

In powers of $n$, the photon frequency contributes $n^{-9}$ and the squared dipole $n^4$. Classical radiation agrees at leading order: on a circle of radius $n^2$ the acceleration is $n^{-4}$, Larmor's power is $\frac23\alpha^3n^{-8}$, and division by the photon energy $n^{-3}$ returns $\frac23\alpha^3n^{-5}$.

At $n=30$ the leading formula gives 2.27 ms and the full expression 2.19 ms. The difference is mostly the $1/n$ correction.

### Thermal radiation

Thermal modes hold $N=1/(e^{\omega/kT}-1)$ photons. For $\omega\ll kT$ this is $N\approx kT/\omega$. One power of $\omega$ cancels, and emission and absorption together give

$$\Gamma\approx\frac43\alpha^3kT\sum_f\omega_{fi}^2|\mathbf r_{fi}|^2 .$$

The commutator $[\mathbf r,H]=i\mathbf p$, taken between $f$ and $i$, gives $\omega_{fi}^2|\mathbf r_{fi}|^2=|\mathbf p_{fi}|^2$. By closure the sum is $\langle p^2\rangle$. In the Coulomb field the virial theorem sets the kinetic energy equal to $-E=1/(2n^2)$, so $\langle p^2\rangle=1/n^2$ and

$$\Gamma\approx\frac{4\alpha^3kT}{3n^2}.$$

No $l$ appears. The rate counts stimulated emission, absorption and photoionization, but not spontaneous emission. A core changes $\langle p^2\rangle$, so this derivation holds for zero quantum defect.

At 300 K, $kT=9.500\times10^{-4}$, and for $n=30$

$$\Gamma\approx\frac{4(3.886\times10^{-7})(9.500\times10^{-4})}{3\times900}=5.47\times10^{-13},$$

or $2.26\times10^4\ \mathrm{s^{-1}}$, which corresponds to a time of 44 microseconds.

### Where the thermal formula can be trusted

The simple formula used $N\approx kT/\omega$ for every final state. The true $N$ is always smaller, slightly so for $\omega\ll kT$ and strongly so for $\omega\gg kT$. The error therefore depends on how the sum is spread over frequency. The natural parameter is $K=n^3kT$, the thermal energy in units of the level spacing. Here $K=25.7$.

**Circular states.** Uniform circular motion has a single frequency, so the sum is dominated by the neighbours $n\pm1$ with $|\omega|\approx n^{-3}$. The next term of the expansion, $N\approx kT/\omega-\frac12$, lowers the rate by the fraction $\omega/(2kT)=1/(2K)$. This predicts a ratio to the simple formula of 0.9805, and the full sum gives 0.9800.

**Low l.** The orbit is nearly radial, and the electron reverses sharply at the core. Near that point $\dot r^2/2=1/r$, so $r=(9/2)^{1/3}|t|^{2/3}$, and the velocity is $\pm B|t|^{-1/3}$ with $B=\frac23(9/2)^{1/3}$. Its Fourier component at $\omega=s/n^3$ is

$$|v_s|=\frac{2B}{T_{\rm orb}}\int_0^\infty t^{-1/3}\sin\omega t\,dt=\frac{2B}{T_{\rm orb}}\,\Gamma(\tfrac23)\frac{\sqrt3}{2}\,\omega^{-2/3},$$

where $\Gamma(\tfrac23)$ is the gamma function. With $T_{\rm orb}=2\pi n^3$,

$$|v_s|^2=\frac{c\,s^{-4/3}}{n^2},\qquad c=\frac{3B^2\Gamma(\frac23)^2}{4\pi^2}=0.1688 .$$

By correspondence $|v_s|^2$ stands for $\omega_{fi}^2|\mathbf r_{fi}|^2$, once for the upward and once for the downward transition. The tail falls slowly and reaches frequencies at which thermal photons are scarce. With $x=\omega/kT=s/K$, the true rate weights each term by $x/(e^x-1)$ instead of 1. For $K\gg1$ the sum over $s$ becomes an integral, and the missing fraction is

$$2cK^{-1/3}J,\qquad J=\int_0^\infty x^{-4/3}\left[1-\frac{x}{e^x-1}\right]dx=3.314,$$

which is $1.12\,K^{-1/3}$. The cusp is rounded within a time of order $l^3$, so the estimate also needs $l^3kT\ll1$, as well as $kT\ll1$. The first condition is strict: at $n=30$ and 300 K the full rate is 0.646, 0.654 and 0.668 of the simple formula for $l=0,1,2$, but already 0.74 for $l=5$, where $l^3kT=0.12$.

For the $30p$ state the estimate predicts a ratio of 0.62, and the full sum gives 0.65. The simple formula is therefore 53 % too high, measured against the full sum, although $K$ is well above one. The cube root makes convergence slow. For $100p$ at 300 K the full sum still lies 10.9 % below the simple formula, against an estimated 11.4 %.

### What the numbers mean at n = 30

The loss rates add. For the $p$ state,

$$(2.011+0.148)\times10^5\ \mathrm{s^{-1}}=2.159\times10^5\ \mathrm{s^{-1}},$$

so the lifetime falls from 4.97 to 4.63 microseconds, a loss of 7 %. For the circular state,

$$(456+22158)\ \mathrm{s^{-1}}=22614\ \mathrm{s^{-1}},$$

so it falls from 2.19 ms to 44.2 microseconds, by a factor of about 50. At leading order the ratio of thermal to spontaneous loss is

$$\frac{4\alpha^3kT/(3n^2)}{2\alpha^3/(3n^5)}=2n^3kT=2K .$$

In free space a circular state thus approaches its full spontaneous lifetime only in cold surroundings, with $kT$ well below the level spacing $n^{-3}$, where the modes at its transition frequencies hold few photons.

The total circular lifetime nearly equals the simple thermal time of 44.23 microseconds. At this order the agreement is expected: spontaneous emission adds the fraction $1/(2K)$ of the simple thermal rate, and the correction to $N$ removes the same fraction.

For hydrogen $p$ states thermal loss matters less because spontaneous decay is fast, but it falls more slowly with $n$ than the spontaneous rate, which goes as $n^{-3}$. The thermal rate approaches $n^{-2}$ at large $K$, and near $n=30$ it falls more slowly still, because its deficit from the simple formula shrinks as $n$ grows. At 300 K the simple formula is $2.03\times10^7\,n^{-2}\ \mathrm{s^{-1}}$, which equals $5.4\times10^9\,n^{-3}\ \mathrm{s^{-1}}$ near $n\approx270$. The simple formula overestimates the thermal rate by the fraction $1.12\,K^{-1/3}\approx11.4/n$ of itself, which moves the crossing to $n\approx280$; above that, thermal radiation dominates for $p$ states. The $s$ and $d$ states at $n=30$ have spontaneous lifetimes about 9.5 and 2.9 times longer than the $p$ state, so for them thermal loss takes over at much smaller $n$, near 40 and 105; at $n=30$ it shortens their lifetimes by 41 % and 18 %. This ordering belongs to hydrogen. In a one-electron model potential for sodium, the $30p$ state has a spontaneous lifetime of roughly 300 microseconds against about 32 for $30s$. Its thermal rate at 300 K is five to six times the spontaneous one, and the crossing lies near $n\approx12$.

All these times measure departure from one state. Most thermal transitions from a circular state lead to a neighbouring level, so the atom remains highly excited long after it has left the state in which it was prepared. The numerical output below lists the computed rates and lifetimes.

## Values computed for the example and the checks

```
fine-structure constant: 0.00729735
atomic unit of time: 2.418884e-17 s
l=0: lifetime/n^3 at n=15,30,60: 1.8592, 1.7551, 1.7229 ns
l=0: lifetime exponent, n=30 to 60: 2.9733
l=1: lifetime/n^3 at n=15,30,60: 0.1851, 0.1842, 0.1839 ns
l=1: lifetime exponent, n=30 to 60: 2.9975
l=2: lifetime/n^3 at n=15,30,60: 0.5314, 0.5257, 0.5236 ns
l=2: lifetime exponent, n=30 to 60: 2.9942
n^3 R^2 for 60p-1s: 4.6936 a.u.
n^3 R^2 from threshold wave: 4.6888 a.u.
core test, quantum defect: 0.4
core test, drift of n*^3 A, n=15 vs 60: 0.18 %
core test, drift of n^3 A, n=15 vs 60: 6.48 %
circular n=200, quantum/Larmor rate: 1.00502
example n: 30; temperature: 300 K
kT: 9.500435e-04 hartree
K = n^3 kT: 25.651
n^2 times closure sum, 30p: 1.00000
n^2 times closure sum, circular: 1.00000
30p spontaneous rate: 2.0109e+05 s^-1
30p spontaneous lifetime: 4.973 microseconds
30p share of decay going to 1s: 0.7713
circular transition energy: 3.897477e-05 hartree
circular R^2: 7.3135e+05 a.u.
circular mean photon number, downward line: 23.879
circular spontaneous rate: 455.873 s^-1
circular spontaneous lifetime: 2.1936 ms
circular lifetime, leading formula: 2.2689 ms
simple thermal rate: 2.2611e+04 s^-1
simple thermal time: 44.23 microseconds
30p thermal rate, full sum: 1.4778e+04 s^-1
circular thermal rate, full sum: 2.2158e+04 s^-1
30p full/simple thermal rate: 0.6536
30p ratio from cusp estimate: 0.6206
circular full/simple thermal rate: 0.9800
circular ratio from 1-1/(2K): 0.9805
30p total lifetime: 4.632 microseconds
circular total lifetime: 44.22 microseconds
circular thermal/spontaneous rate: 48.61
cusp constant c: 0.16880; integral J: 3.31431
low-l deficit coefficient 2cJ: 1.1189
harmonic 200, orbit/cusp strength: 0.9873
100p deficit at 100 K: 0.1590
100p deficit at 300 K: 0.1089
100p cusp estimate at 100 K: 0.1642
100p cusp estimate at 300 K: 0.1138
100p deficit difference, full/estimate: 0.9968
```
